\section*{Weibull slope of dielectric breakdown in a columnar percolation model}

\section{From cells to a device}

\textbf{Q.} Breakdown times of a dielectric film are often plotted as a Weibull distribution, and the slope of the plot is said to reflect the film thickness. I do not see how a statistical slope can know about a thickness. What is the model?

\textbf{A.} Divide the film into $N$ columns that run from one electrode to the other, and each column into $n$ cells. Stress turns cells defective. Let $p(t)$ be the probability that a given cell is defective at time $t$. I assume that

(i) all cells have the same $p(t)$ and degrade independently;

(ii) a defective cell stays defective;

(iii) a column conducts when all its $n$ cells are defective, and paths that step sideways between columns are ignored;

(iv) the device fails when its first column conducts.

The thickness enters through $n$, the electrode area through $N$. For the time dependence take first
\begin{equation}
p(t)=\left(\frac{t}{\tau}\right)^{a},\qquad 0\le t\le\tau ,\quad a>0. \label{power}
\end{equation}
The time $\tau$ is that at which every cell has become defective.

\textbf{Q.} Then what is the failure probability of the device?

\textbf{A.} By independence, the probability that all $n$ cells of one column are defective is the product
\begin{equation}
q=p^{n}. \label{column}
\end{equation}
The device survives if none of its $N$ columns conducts. Each column survives with probability $1-q$, and the columns are independent, so the cumulative failure probability $F$ obeys
\begin{equation}
1-F=(1-q)^{N}=(1-p^{n})^{N}. \label{link}
\end{equation}
A lattice of three columns with three cells each is small enough to list all $2^9=512$ defect patterns. For $p=0.6$, adding the probabilities of the patterns with at least one full column gives $F=0.518110$. Equation \eqref{link} gives $1-(1-0.216)^3=0.518110$.

\section{The slope at low failure probability}

\textbf{Q.} Equation \eqref{link} is not a Weibull distribution. What do you mean by its slope?

\textbf{A.} A Weibull distribution is $F=1-\exp[-(t/\eta)^{\beta}]$, with scale time $\eta$. Taking the logarithm twice gives
\begin{equation}
W\equiv\ln[-\ln(1-F)]=\beta\ln t-\beta\ln\eta ,
\end{equation}
a straight line in $\ln t$ with slope $\beta$. For any other distribution I define a local slope, $\beta(t)=dW/d\ln t$. From \eqref{link}, $-\ln(1-F)=-N\ln(1-q)$, and therefore
\begin{equation}
W=\ln N+\ln[-\ln(1-q)]. \label{weibit}
\end{equation}
When $q\ll1$, the expansion $-\ln(1-q)=q+q^2/2+\dots$ may be cut after its first term. With $q=p^n=(t/\tau)^{an}$,
\begin{equation}
W\simeq\ln N+an\ln\frac{t}{\tau},\qquad \beta\to an . \label{main}
\end{equation}
The thickness enters because $n$ events must coincide in one column. Doubling $t$ multiplies the probability of each event by $2^a$, and that of the coincidence by $2^{an}$.

\textbf{Q.} You needed $q\ll1$. Does this confine the result to the very first failures?

\textbf{A.} The condition concerns one column, not the device. Let us find the slope without the approximation. Differentiating \eqref{weibit} by the chain rule,
\begin{equation}
\beta=\frac{1}{-\ln(1-q)}\,\frac{1}{1-q}\,\frac{dq}{d\ln t}. \label{chain}
\end{equation}
Since $\ln q=n\ln p$,
\begin{equation}
\frac{dq}{d\ln t}=q\,\frac{d\ln q}{d\ln t}=nq\,\frac{d\ln p}{d\ln t}, \label{dq}
\end{equation}
and for the power law \eqref{power} the last derivative is $a$. Now introduce
\begin{equation}
y=-\ln(1-q)=\frac{-\ln(1-F)}{N}. \label{y}
\end{equation}
Then $1-q=e^{-y}$ and $q/(1-q)=(1-e^{-y})/e^{-y}=e^{y}-1$, so that
\begin{equation}
\beta=an\,\frac{e^{y}-1}{y}=an\left(1+\frac{y}{2}+\frac{y^{2}}{6}+\dots\right). \label{exact}
\end{equation}
All terms of the series are positive, so the slope approaches $an$ from above as $t\to0$.

The small quantity is $y$. At $F=1-1/e\simeq63.2\,\%$ we have $-\ln(1-F)=1$ and $y=1/N$. With many columns the slope is then already very close to $an$, although most devices have failed. With a single column, $y=1$ at the same $F$, and the slope is $(e-1)an\simeq1.72\,an$. There one must really go to low $F$.

\textbf{Q.} So for large $N$ the distribution is Weibull throughout?

\textbf{A.} Over the range where $-\ln(1-F)\ll N$, to good accuracy, but not to its end. Under \eqref{power} every device has failed at $t=\tau$, whereas a Weibull distribution has no last failure time.

\section{A defect probability that saturates}

\textbf{Q.} The power law bothers me. A probability cannot grow as $t^a$ beyond one, and an abrupt stop at $\tau$ looks artificial. Suppose that $t^a$ is merely the early part of a smooth law.

\textbf{A.} Then a second condition appears. Take
\begin{equation}
p=1-e^{-s},\qquad s=\left(\frac{t}{\tau}\right)^{a}. \label{sat}
\end{equation}
For $s\ll1$ this is $p\simeq s$, as before, but now $p$ approaches one gradually; $\tau$ is the time at which $p=1-1/e$. Equations \eqref{chain} and \eqref{dq} hold for any $p(t)$, so only the logarithmic derivative of $p$ changes. With $ds/d\ln t=as$,
\begin{equation}
\frac{d\ln p}{d\ln t}=\frac{1}{p}\frac{dp}{ds}\frac{ds}{d\ln t}
=\frac{e^{-s}\,as}{1-e^{-s}}=a\,\frac{s}{e^{s}-1}.
\end{equation}
The slope becomes
\begin{equation}
\beta=an\,\frac{e^{y}-1}{y}\,\frac{s}{e^{s}-1}. \label{satslope}
\end{equation}
For small $s$ the last factor is $1-s/2+s^2/12-\dots$, while $y\simeq q\simeq s^n$. If $n\ge2$, the correction from $y$ is of order $s^2$ or higher, and
\begin{equation}
\beta=an\left[1-\frac{s}{2}+O(s^{2})\right]. \label{satlead}
\end{equation}
The limit is still $an$, but it now requires that a single cell is unlikely to be defective. This is far stronger than asking the same of a whole column.

\textbf{Q.} Is the approach now from below at all times, or just near the limit?

\textbf{A.} At all times, if $n\ge2$. The function $(e^x-1)/x=\sum_{k\ge0}x^k/(k+1)!$ increases with $x>0$. Because $p^n<p$, we have $y=-\ln(1-p^n)<-\ln(1-p)=s$. The product of the two fractions in \eqref{satslope} is therefore below one. For $n=1$, $y=s$, the fractions cancel, and $\beta=a$ at every $t$. This is as it should be: \eqref{link} then reads $F=1-e^{-Ns}$, which is a Weibull distribution.

\textbf{Q.} How low must the failure probability be before I see $an$?

\textbf{A.} Let $F$ be so low that even a single cell is unlikely to be defective. Then \eqref{y} gives $q\simeq F/N$, hence $s\simeq p\simeq(F/N)^{1/n}$ and
\begin{equation}
\beta\simeq an\left[1-\frac12\left(\frac{F}{N}\right)^{1/n}\right]. \label{slow}
\end{equation}
To halve the correction, $F$ must fall by a factor $2^n$, which is 1024 for $n=10$. The $n$th root makes the approach slow in thick films.

\textbf{Q.} I would trust this more if it did not all descend from \eqref{link}.

\textbf{A.} One can simulate the cells directly. Give every cell a random time at which it turns defective, distributed according to $p(t)$. The column fails at the largest of its $n$ times, and the device at the smallest of its $N$ column times. I used 20\,000 devices for each law, with $N=200$, $n=5$ and $a=0.4$, so that $an=2$. The largest difference between the simulated and the derived cumulative distribution was 0.0071 for the power law and 0.0044 for the saturating law. Both lie within the bound set for random scatter, $2.2/\sqrt{20\,000}\simeq0.016$.

A Weibull distribution fitted to the full samples by maximum likelihood has slope 1.997 for the power law and 1.606 for the saturating law. The second value is about 20\,\% below $an$, as a result of fitting times at which $p$ is not small. Separately, finite differences of $W$ confirmed \eqref{exact} and \eqref{satslope}, with their leading corrections.

\section{Lifetimes, area and thickness}

\textbf{Q.} What does the slope do to a lifetime?

\textbf{A.} Return to the power law and solve \eqref{link} for the time $t_F$ at which a fraction $F$ has failed. Taking the $N$th root gives $q=1-(1-F)^{1/N}$, and $q=(t_F/\tau)^{an}$, so
\begin{equation}
t_F=\tau\left[1-(1-F)^{1/N}\right]^{1/(an)} . \label{tF}
\end{equation}
Write $H=-\ln(1-F)$. For $N\gg H$, $(1-F)^{1/N}=e^{-H/N}\simeq1-H/N$, and
\begin{equation}
t_F\simeq\tau\left(\frac{H}{N}\right)^{1/(an)}. \label{tFlarge}
\end{equation}
At 63.2\,\%, $H=1$ and $t_{63}\simeq\tau N^{-1/(an)}$. More columns mean more chances for an early path, so a larger area shortens life. In \eqref{weibit} the area appears as the additive term $\ln N$: it shifts the plot vertically and leaves the slope at a given $t$ unchanged.

\textbf{Q.} Put in numbers.

\textbf{A.} Consider two parallel metal lines separated by 20\,nm of dielectric, with facing height 50\,nm and length 1\,mm. Choose cubic cells of edge 2\,nm, $a=0.4$ and $\tau=10^6$\,h. These are round model parameters, not those of a particular material. The columns run from line to line, so
\begin{align}
n&=\frac{20}{2}=10, & an&=4,\\
N&=\frac{50\times10^{6}}{2^{2}}=1.25\times10^{7}, &
t_{63}&\simeq\frac{10^{6}\,\mathrm{h}}{(1.25\times10^{7})^{1/4}}=1.68\times10^{4}\,\mathrm{h},
\end{align}
with lengths in nanometres. This life is about 1.9 years. For $F=10^{-4}$, $H\simeq10^{-4}$ and the life is shorter by $(10^{-4})^{1/4}=0.1$, giving 1682\,h. For $F=10^{-6}$ it is 532\,h. A line 1000 times longer has $t_{63}$ reduced by $1000^{-1/4}=0.178$, to 2991\,h.

These lives rest on assumption (iii), which is not harmless here. If cells also conduct through their side faces, each column starts about $4(n-2)$ paths with one sideways step and $n+1$ cells. Their weight relative to the straight column is about $4(n-2)p$. At 63.2\,\%, $p\simeq N^{-1/n}=0.195$ and this weight is about 6; at $F=10^{-6}$, $p=0.049$ and it is still about 1.6. Paths with more steps add further. With sideways paths the lives would be shorter and the local slope steeper than $an$. The limit $an$ survives, because the shortest path still has $n$ cells, but it is reached only for $4(n-2)p\ll1$. The numbers here and below describe the straight-column model, not a real film.

\textbf{Q.} And if the spacing is halved?

\textbf{A.} Keep $a$ and $\tau$ fixed, so that each cell degrades as before. This need not correspond to the same applied voltage: if cell degradation is governed by the field, the voltage must be halved too. Now $n=5$ and $\beta=2$. Equation \eqref{tFlarge} gives the ratio of the two lives as
\begin{equation}
\frac{t_F(n=10)}{t_F(n=5)}\simeq\left(\frac{H}{N}\right)^{1/4-1/2}=\left(\frac{N}{H}\right)^{1/4}.
\end{equation}
At 63.2\,\% the life falls from $1.68\times10^4$\,h to 283\,h, a factor of 59. At $F=10^{-6}$ it falls from 532\,h to 0.283\,h, a factor of about 1900. The loss is larger at low $F$ because the smaller slope spreads the failure times more widely.

\section{Extrapolating a measured slope}

\textbf{Q.} With so many columns, I could measure the slope near 63\,\% and extrapolate to one failure in a million.

\textbf{A.} For the power law with straight columns only, yes: the local slope is 4.0000 at each failure fraction calculated, from 63.2\,\% down to $10^{-6}$. Sideways paths, left out by (iii), would raise the slope near 63\,\% above $an$ and spoil this constancy; they act against the lowering shown next. For the saturating law with the same parameters and $n=10$, one finds
\begin{center}
\begin{tabular}{ccc}
$F$ & $p$ & $\beta$ \\
\hline
0.632 & 0.195 & 3.58\\
$10^{-2}$ & 0.123 & 3.74\\
$10^{-4}$ & 0.078 & 3.84\\
$10^{-6}$ & 0.049 & 3.90
\end{tabular}
\end{center}
Although a column fails with probability of only about $1/N=8\times10^{-8}$ at 63.2\,\%, a cell is then defective with probability 0.195. The tenth root of a very small number is not very small. At $F=10^{-6}$, \eqref{slow} gives $4(1-0.049/2)=3.90$, in agreement with the table.

\textbf{Q.} A slope of 3.58 instead of 4 seems harmless.

\textbf{A.} Not over six decades in $F$. A straight Weibull line through the 63.2\,\% point gives $t=t_{63}H^{1/\beta}$. Here $t_{63}=2.195\times10^4$\,h, longer than for the power law because reaching the same $p$ requires $s=-\ln(1-p)>p$. At $F=10^{-6}$ the two candidate slopes give
\begin{align}
\beta=3.582:&\quad t\simeq2.195\times10^{4}\times(10^{-6})^{1/3.582}\,\mathrm{h}\simeq464\,\mathrm{h},\\
\beta=4:&\quad t\simeq2.195\times10^{4}\times(10^{-6})^{1/4}\,\mathrm{h}\simeq694\,\mathrm{h}.
\end{align}
The life from the model itself is 566\,h. Relative to it, the first line is 18\,\% too low and the second 23\,\% too high.

The signs follow from the mean slope between the two failure fractions. It is below $an$, so the true curve needs a longer interval in $\ln t$ than the line of slope 4 to descend to the same $W$; its life is shorter. The mean slope is also above the local slope at 63.2\,\%, since $s/(e^s-1)$ grows as $s$ falls and the $y$ correction is negligible here. The true life is therefore longer than on the first line.

\section{What the slope does not tell}

\textbf{Q.} If I measure $\beta=4$, may I conclude that ten defects make a path?

\textbf{A.} No. The low-failure slope gives only the product $an$: $a=0.4$ with $n=10$ and $a=0.8$ with $n=5$ both yield 4. Low-failure slopes measured at several thicknesses $d$ do not separate them either. With cell edge $a_0$, $n=d/a_0$ and $\beta=(a/a_0)d$, so a plot of $\beta$ against $d$ yields $a/a_0$. To fix $a$ one needs information beyond these limiting slopes, for example a measurement of how defects accumulate, or an independent value of $a_0$. Under the saturating law the change of the local slope with $F$ does depend on $n$ separately, but to use it one must already know that this law holds.

\textbf{Q.} Real lines are rough. Suppose the columns do not all have the same length.

\textbf{A.} Let $N_m$ columns have $m$ cells, with the same $p(t)$ in every cell. This leaves out the higher field across a shorter column at a given voltage, which would make its cells degrade faster. Survival is now the product of $(1-p^m)^{N_m}$ over $m$. When every $p^m$ is small, $-\ln(1-F)\simeq\sum_mN_mp^m$. For the power law, $dp^m/d\ln t=am\,p^m$, and thus
\begin{equation}
\beta\simeq a\,\frac{\sum_m m\,N_m p^m}{\sum_m N_m p^m}. \label{rough}
\end{equation}
This is $a$ times a weighted mean of the column lengths. As $p\to0$ the smallest power of $p$ dominates, and the slope tends to $a\,n_{\min}$, where $n_{\min}$ is the length of the shortest columns present. The average thickness then gives the wrong limit. The limit is approached, however, only where the shortest columns dominate both sums in \eqref{rough}. If they are rare, this may happen only at failure fractions too low to be observed, and a measured slope then does not give $n_{\min}$.

\textbf{Q.} What if some cells are defective before the stress begins?

\textbf{A.} Let $p=p_0+s$, with $p_0$ constant and both terms small. Then $d\ln p/d\ln t=as/(p_0+s)$, and for small $q$
\begin{equation}
\beta\simeq an\,\frac{s}{p_0+s}.
\end{equation}
The slope is close to $an$ while $s\gg p_0$, but tends to zero at early times. The plot flattens because a fraction $F(0)=1-(1-p_0^n)^N$ has failed at the start. If $s$ is not much larger than $p_0$ at the lowest failure fractions observed, these are the wrong place to look for $an$.

\textbf{Q.} And if one defect promotes the next?

\textbf{A.} Then independence is lost and $q=p^n$ no longer holds. In the extreme case where the first defect in a column at once makes all its other cells defective, the column conducts as soon as one cell has failed by itself. If $p$ now denotes the probability of such a failure,
\begin{equation}
q=1-(1-p)^n\simeq np\qquad(np\ll1),
\end{equation}
and the low-failure slope is $a$, whatever the thickness. Suppose instead that the first defect only multiplies the later failure rate of the other cells by a finite factor $k$. With $s=(t/\tau)^a$ and both $ns$ and $nks$ small, the first defect appears between $s'$ and $s'+ds'$ with probability $n\,ds'$, and each of the other $n-1$ cells then fails before $s$ with probability $k(s-s')$. Hence
\begin{equation}
q\simeq\int_0^s n\,[k(s-s')]^{n-1}\,ds'=k^{n-1}s^n ,
\end{equation}
and the slope still tends to $an$ as $t\to0$, although the failures are not independent. The difference between the two cases is that here the other cells still need time to fail.

\section*{Computed results}
\begin{verbatim}
Simulation: a = 0.4  n = 5  N = 200  devices = 20000
  limiting slope a*n = 2.000
  power law: fitted slope = 1.997, largest CDF difference = 0.0071
  saturating law: fitted slope = 1.606, largest CDF difference = 0.0044
Enumeration, N=3, n=3, p=0.6: F = 0.518110, formula = 0.518110
Example: spacing = 20 nm, cell edge = 2 nm
  height = 50 nm, length = 1 mm
  a = 0.4, tau = 1.0e+06 h, n = 10, N = 1.250e+07
  limiting slope a*n = 4.000
Power law, life at failure fraction F:
  F = 6.321e-01: n = 10: 1.682e+04 h; n = 5: 282.8 h
  F = 1.000e-02: n = 10: 5325 h; n = 5: 28.36 h
  F = 1.000e-04: n = 10: 1682 h; n = 5: 2.828 h
  F = 1.000e-06: n = 10: 531.8 h; n = 5: 0.2828 h
  slope for n = 5: 2.000
  line 1000 times longer: t63 = 2991 h, ratio = 0.1778
Local slope at failure fraction F, n = 10
  F = 6.321e-01: power 4.0000, saturating 3.5816, p = 0.1951
  F = 1.000e-02: power 4.0000, saturating 3.7429, p = 0.1232
  F = 1.000e-04: power 4.0000, saturating 3.8405, p = 0.0777
  F = 1.000e-06: power 4.0000, saturating 3.9003, p = 0.0490
  leading-order saturating slope at F = 1e-6: 3.9020
Saturating law, extrapolation from t63 to F = 1e-6:
  t63 = 2.195e+04 h
  true model life = 566.2 h
  line with local slope at 63 percent = 463.7 h
  line with slope a*n = 694.2 h
\end{verbatim}
